# Polarizability Is Not Universally Proportional to Atomic Volume

For a free hydrogenic ion of nuclear charge \(Z\), the volume measure \(V=\langle r^3\rangle\) and the static dipole polarizability \(\alpha\) are, in Hartree atomic units,

\[
V=\frac{15}{2Z^3},\qquad \alpha=\frac{9}{2Z^4},\qquad\text{so that}\qquad \alpha\propto V^{4/3}.
\]

Proportionality between \(\alpha\) and \(V\) is therefore not a law. Nor is the power \(4/3\) a universal replacement. Hydrogen confined in a hard sphere follows it in the limit of a small sphere, but departs from it at finite radius.

## The belief and its appeal

The belief is that an atom whose volume changes by some factor has its polarizability changed by the same factor. In atoms-in-molecules schemes this takes the form

\[
\alpha_{\rm eff}=\alpha_{\rm free}\,\frac{V_{\rm eff}}{V_{\rm free}},
\]

where \(V_{\rm eff}\) is the integral of \(r^3\) over the part of the molecular density assigned to the atom. The Tkatchenko–Scheffler method uses this relation with Hirshfeld partitioning. As an empirical approximation it can be judged by its accuracy. The question here is whether it can also be a general physical law.

Two arguments make it tempting. First, \(\alpha\) has the dimension of volume when a factor \(4\pi\varepsilon_0\) is divided out. Second, a classical conducting sphere obeys the rule. Let its radius be \(a\) and the applied field \(\mathcal E\). The potential outside, in Gaussian form, is

\[
\Phi=-\mathcal E r\cos\theta+\frac{p\cos\theta}{r^2}.
\]

It must be constant on the surface, so the coefficient of \(\cos\theta\) vanishes at \(r=a\). This gives \(p=a^3\mathcal E\), hence \(\alpha=a^3\).

The radius \(a\) is the only length in that problem, so dimensions leave no other choice. A quantum atom has a second length, the Bohr radius \(a_0\), built from \(\hbar\), the electron mass and the charge. A result such as \(L^4/a_0\), with \(L\) the size of the atom, also has the dimension of volume. Dimensional analysis alone cannot choose between \(L^3\) and \(L^4/a_0\).

## The free ion, worked through

Take one nonrelativistic electron and a fixed point nucleus. A uniform static field \(F\) along \(z\) adds \(+Fz\) to the Hamiltonian, because the electron has charge \(-1\):

\[
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac Zr,\qquad E(F)=E_0-\tfrac12\alpha F^2+\dots
\]

The last equation defines \(\alpha\). The free ion in a field has no strictly bound state, since the electron can tunnel out; \(\alpha\) is understood as the coefficient in the perturbation expansion.

The ground state is \(\psi_0=(Z^3/\pi)^{1/2}e^{-Zr}\), with radial density \(4Z^3r^2e^{-2Zr}\). Using \(\int_0^\infty r^n e^{-br}dr=n!/b^{n+1}\),

\[
\langle r^2\rangle=4Z^3\frac{4!}{(2Z)^5}=\frac{3}{Z^2},\qquad
\langle r^3\rangle=4Z^3\frac{5!}{(2Z)^6}=\frac{15}{2Z^3}.
\]

Now write the perturbed state as \(\psi_0+F\psi_1+\dots\). The first-order energy \(F\langle z\rangle\) vanishes by parity, so the terms linear in \(F\) give

\[
(H_0-E_0)\psi_1=-z\psi_0 .
\]

Set \(\psi_1=\psi_0\,g(r)\cos\theta\). When \(H_0-E_0\) acts on the product \(\psi_0G\), the terms in which \(G\) is not differentiated cancel, because \((H_0-E_0)\psi_0=0\). What remains is \(-\tfrac12\psi_0\nabla^2G-\nabla\psi_0\cdot\nabla G\). With \(\nabla\psi_0=-Z\psi_0\hat{\mathbf r}\) and \(G=g\cos\theta\), division by \(\psi_0\cos\theta\) gives

\[
-\frac12\left(g''+\frac{2g'}r-\frac{2g}{r^2}\right)+Zg'=-r .
\]

Try \(g=-(ar+br^2)\). Then \(g'=-a-2br\) and \(g''=-2b\), and the bracket becomes

\[
-2b-\frac{2a}{r}-4b+\frac{2a}{r}+2b=-4b .
\]

The equation reduces to \(2b-Za-2Zbr=-r\). The terms in \(r\) require \(b=1/(2Z)\), and the constants require \(a=2b/Z=1/Z^2\). Thus

\[
g=-\left(\frac r{Z^2}+\frac{r^2}{2Z}\right).
\]

The sign is physical: the electron moves towards negative \(z\), where \(+Fz\) is lower.

The energy coefficient of \(F^2\) is \(E_2=\langle\psi_0|z|\psi_1\rangle\), and \(\alpha=-2E_2\). The average of \(\cos^2\theta\) over directions is \(1/3\), so

\[
E_2=-\frac13\left(\frac{\langle r^2\rangle}{Z^2}+\frac{\langle r^3\rangle}{2Z}\right)
=-\frac13\left(\frac3{Z^4}+\frac{15}{4Z^4}\right)=-\frac9{4Z^4}.
\]

Hence \(\alpha=9/(2Z^4)\). The ratio \(\alpha/V=3/(5Z)\) is not constant.

The ion N\(^{6+}\), with \(Z=7\), shows the size of the failure. Its volume is \(7.5/7^3=0.021866\) bohr³. Scaling hydrogen's polarizability linearly gives

\[
4.5\times\frac{0.021866}{7.5}=0.01312\ \text{bohr}^3,
\]

whereas the model's value is \(4.5/7^4=0.001874\) bohr³, or \(0.0002777\) Å³. The linear rule is too large by a factor of 7. This compares two different elements, so it tests proportionality as a general law; atoms-in-molecules schemes rescale the free atom of the same element, a case closer to the confined hydrogen treated below. Relativity and nuclear motion are left out. The parameter that governs relativistic corrections, the square of \(Z\) times the fine-structure constant, is 0.0026, far too small to repair a factor of 7; the Dirac equation lowers \(\alpha\) by about 0.3%, to \(0.001869\) bohr³.

## Why a fourth power of length appears

Expanding \(\psi_1\) in the excited states of \(H_0\) gives coefficients \(-z_{k0}/(E_k-E_0)\), where \(z_{k0}=\langle k|z|0\rangle\). Inserting them in \(\alpha=-2\langle\psi_0|z|\psi_1\rangle\) yields

\[
\alpha=2\sum_{k\ne0}\frac{|z_{k0}|^2}{E_k-E_0},
\]

with the continuum included in the sum. The numerator is a squared length, but the denominator also depends on size. Put \(\mathbf r=\mathbf s/Z\). Then

\[
H=Z^2\left[-\tfrac12\nabla_s^2-\frac1s+\frac F{Z^3}s_z\right].
\]

All lengths shrink as \(1/Z\), while all energy gaps grow as \(Z^2\). In terms of a length \(L\propto1/Z\), the numerator varies as \(L^2\) and the gaps as \(L^{-2}\), giving \(\alpha\propto L^4\). A smaller ion is harder to polarize for two reasons: its electron has less room, and its excitations cost more.

The linear rule would follow if the gaps varied as \(L^{-1}\), as electrostatic energies do. It thus contains a hidden assumption about excitation energies, which the ground-state volume does not supply.

A lower bound makes the point without the full spectrum. For any real trial function \(\chi\) orthogonal to \(\psi_0\), define

\[
J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\langle\chi|z|\psi_0\rangle .
\]

Substituting \(\chi=\psi_1+\delta\) and using the first-order equation removes the terms linear in \(\delta\). This leaves \(J=E_2+\langle\delta|H_0-E_0|\delta\rangle\ge E_2\), since \(E_0\) is the lowest energy.

Choose \(\chi=cz\psi_0\). The product rule used above gives

\[
(H_0-E_0)(z\psi_0)=-\frac1{2\psi_0}\nabla\cdot(\psi_0^2\nabla z).
\]

Multiplication by \(z\psi_0\) and integration by parts turn the first term of \(J\) into \(\tfrac12c^2\langle|\nabla z|^2\rangle=\tfrac12c^2\). The surface term vanishes because \(\psi_0\) vanishes at infinity, or at a hard wall. Therefore \(J=\tfrac12c^2+2c\langle z^2\rangle\), with its minimum \(-2\langle z^2\rangle^2\) at \(c=-2\langle z^2\rangle\). Since \(\alpha=-2E_2\ge-2J\),

\[
\alpha\ge4\langle z^2\rangle^2=\tfrac49\langle r^2\rangle^2 .
\]

The last step uses spherical symmetry. An upper bound follows by replacing every gap in the sum by the lowest dipole-allowed gap \(D\) and using completeness, \(\sum_k|z_{k0}|^2=\langle z^2\rangle\):

\[
\alpha\le\frac{2\langle z^2\rangle}{D}.
\]

For one electron whose density keeps its shape while its size \(L\) changes, the lower bound grows as \(L^4\). A law \(\alpha=CL^3\) with fixed \(C\) would violate it at sufficiently large \(L\).

## Hydrogen in a hard sphere

Place the proton at the centre of an impenetrable sphere of radius \(R\). The wavefunction vanishes at the wall, and the field neither moves nor deforms the wall. This is a model of compression, not of a chemical bond. It is useful because the nuclear charge stays fixed while the volume changes.

The transformation \(\mathbf r=\mathbf s/Z\) still works, but it moves the wall to \(s=ZR\). The energy is \(Z^2\) times a function of \(F/Z^3\) and \(ZR\). Differentiating twice with respect to \(F\) gives

\[
\alpha(Z,R)=Z^{-4}\alpha(1,ZR),\qquad V(Z,R)=Z^{-3}V(1,ZR).
\]

If \(Z\) varies at fixed \(ZR\), the power is again \(4/3\). If \(R\) varies at fixed \(Z\), the scaled problem itself changes and no power follows. The local exponent

\[
p(R)=\frac{d\ln\alpha/dR}{d\ln V/dR}
\]

measures what happens along that path.

### The small-sphere limit

Put \(\mathbf r=R\mathbf x\). The kinetic energy acquires a factor \(R^{-2}\), and the nuclear attraction a factor \(R^{-1}\). Their ratio is of order \(ZR\), so the attraction becomes a small perturbation as \(R\to0\). The limiting ground state has

\[
u_0=r\times(\text{radial function})=N\sin kr,\qquad k=\frac\pi R,\qquad N^2=\frac2R .
\]

With \(x=r/R\) and \(2\sin^2\pi x=1-\cos2\pi x\), its volume is

\[
\frac V{R^3}=\int_0^1x^3(1-\cos2\pi x)\,dx=\frac14-\frac3{4\pi^2}=0.17401,
\]

where repeated integration by parts gives \(\int_0^1x^3\cos2\pi x\,dx=3/(4\pi^2)\).

For the response, write \(u_1\) for \(r\) times the radial part multiplying \(\cos\theta\), in the same angular normalization as \(u_0\). The first-order equation, multiplied by \(-2\), is

\[
u_1''-\frac{2u_1}{r^2}+k^2u_1=2Nr\sin kr .
\]

Apply the left-hand operator to \(r^2\cos kr\). The second derivative is \(2\cos kr-4kr\sin kr-k^2r^2\cos kr\). The other two terms cancel its first and last parts, leaving \(-4kr\sin kr\). A particular solution is therefore \(-Nr^2\cos kr/(2k)\).

At the wall, \(\cos kR=-1\), so this solution equals \(NR^2/(2k)\) instead of zero. The homogeneous solution regular at the origin is \(h=\sin kr/(kr)-\cos kr\), with \(h(R)=1\). Subtracting the right multiple of it gives

\[
u_1=-\frac N{2k}\left[r^2\cos kr+R^2\left(\frac{\sin kr}{kr}-\cos kr\right)\right].
\]

Now \(\alpha=-\tfrac23\int_0^Ru_0ru_1\,dr\). The prefactor is \(N^2/(3k)=2/(3\pi)\), and the substitution \(r=Rx\) extracts \(R^4\):

\[
\frac\alpha{R^4}=\frac2{3\pi}\left[I_3+\frac1\pi\int_0^1\sin^2\pi x\,dx-I_1\right],
\]

\[
I_n=\int_0^1x^n\sin\pi x\cos\pi x\,dx=\frac12\int_0^1x^n\sin2\pi x\,dx .
\]

Integration by parts gives \(I_1=-1/(4\pi)\) and \(I_3=-1/(4\pi)+3/(8\pi^3)\). The middle term is \(1/(2\pi)\). Since \(I_3-I_1=3/(8\pi^3)\), the bracket is \(1/(2\pi)+3/(8\pi^3)\), and

\[
\frac\alpha{R^4}=\frac1{3\pi^2}+\frac1{4\pi^4}=0.03634\ \text{bohr}^{-1}.
\]

Thus \(\alpha\propto R^4\) and \(V\propto R^3\) to leading order, with relative corrections of order \(R\) at fixed \(Z\). Hence \(p\to4/3\).

### Why the power does not persist

The coefficient \(\alpha/V^{4/3}\) is \(0.3741\) bohr\(^{-1}\) in this limit. For free hydrogen it is \(0.3065\) bohr\(^{-1}\). If the power \(4/3\) held along the whole path, the two would be equal. The small-sphere coefficient is instead 22% larger than the free one, so \(p\) must fall below \(4/3\) somewhere between the two ends.

The computed values show where:

| \(R\) (bohr) | \(\alpha/V\) | \(p\) |
|---|---|---|
| 0.05 | 0.010 | 1.333 |
| 1 | 0.191 | 1.318 |
| 2 | 0.343 | 1.300 |
| 4 | 0.527 | 1.265 |
| 8 | 0.599 | 1.241 |

Under the linear rule, the second column would be constant and the third would be 1. At \(R=8\) bohr, \(\alpha/V\) is close to its free value of 0.6, but this is not evidence for linearity. Both quantities have nearly reached their free values, so their ratio has too. The exponent compares the small changes that remain, and it is still 1.24. These values do not determine its limit as \(R\to\infty\).

## One radius in detail

At \(R=2\) bohr the ground state is known in closed form. The free 2s function is proportional to \((1-r/2)e^{-r/2}\), has energy \(-1/8\) hartree and vanishes at \(r=2\). It has no node inside that sphere, so it is the confined ground state. Its volume is

\[
V=\frac{\int_0^2r^5(1-r/2)^2e^{-r}dr}{\int_0^2r^2(1-r/2)^2e^{-r}dr}.
\]

Write \(q=e^{-2}\) and \(M_n=\int_0^2r^ne^{-r}dr\). Integration by parts gives \(M_n=nM_{n-1}-2^nq\), starting from \(M_0=1-q\). Since \((1-r/2)^2=1-r+r^2/4\), the denominator and numerator are

\[
M_2-M_3+\tfrac14M_4=(2-10q)-(6-38q)+(6-42q)=2-14q,
\]

\[
M_5-M_6+\tfrac14M_7=(120-872q)-(720-5296q)+(1260-9300q)=660-4876q .
\]

Therefore

\[
V=\frac{330-2438e^{-2}}{1-7e^{-2}}=0.9986\ \text{bohr}^3 .
\]

Confinement has reduced the volume to \(0.9986/7.5=0.13315\) of its free value. The linear prediction is

\[
\alpha_{\rm lin}=4.5\times0.13315=0.5992\ \text{bohr}^3 .
\]

The calculated polarizability is \(0.3426\) bohr³, or \(0.05076\) Å³. The linear rule is 75% too high relative to this value. This is a strong compression; at \(R=4\) bohr, where the volume is 0.60 of its free value, the linear rule is 14% too high. The energy in a finite field of \(0.02\) atomic units, computed in the same radial basis with only s and p functions, gives \(0.3425\) bohr³.

The two bounds confirm the verdict. With \(\langle r^2\rangle=0.87483\) bohr² and \(D=1.7010\) hartree,

\[
\tfrac49(0.87483)^2=0.3401<\alpha<\frac{2(0.87483)}{3(1.7010)}=0.3429 ,
\]

in bohr³. The linear prediction lies far above the permitted interval.

The \(4/3\) rule, calibrated on free hydrogen, gives

\[
4.5\times(0.13315)^{4/3}=0.3060\ \text{bohr}^3,
\]

which is 11% below the calculated value. It does better here, but it is not exact. The average exponent between this state and the free atom is

\[
\frac{\ln(0.3426/4.5)}{\ln(0.13315)}=1.277 .
\]

## A dispersion coefficient can hide the error

Successful dispersion coefficients might seem to vindicate the linear rule. For two identical systems the Casimir–Polder formula is

\[
C_6=\frac3\pi\int_0^\infty[\alpha(i\omega)]^2d\omega,\qquad
\alpha(i\omega)=2\sum_{k\ne0}\frac{(E_k-E_0)|z_{k0}|^2}{(E_k-E_0)^2+\omega^2}.
\]

If \(\alpha\propto V\) and the frequency scale of the response is fixed, then \(C_6\propto V^2\). Free hydrogenic ions also obey \(C_6\propto V^2\), although both premises are false for them. Their gaps scale as \(Z^2\) and their squared dipole elements as \(Z^{-2}\), so

\[
\alpha(i\omega;Z)=Z^{-4}\alpha(i\omega/Z^2;1).
\]

Squaring gives \(Z^{-8}\), and the change of integration variable \(\omega=Z^2\nu\) gives \(Z^2\). Hence

\[
C_6(Z)=Z^{-6}C_6(1)\propto V^2 .
\]

For hydrogen \(C_6=6.499\) hartree bohr⁶; for N\(^{6+}\) it is \(6.499/7^6=5.524\times10^{-5}\) hartree bohr⁶. The polarizability is smaller than the linear rule says, but the response extends to higher frequencies, and the two effects compensate. This concerns the dispersion coefficient alone: two such ions also repel electrostatically and polarize each other through their charges.

The compensation is not exact under confinement. At \(R=2\) bohr the \(V^2\) rule gives

\[
6.499\times(0.13315)^2=0.1152\ \text{hartree bohr}^6,
\]

against a calculated \(0.1497\), so it is 23% too low. The linear polarizability rule is 75% too high for the same state, which by itself would make the \(V^2\) rule too high; here the shift to higher frequencies more than offsets it. An acceptable \(C_6\) therefore does not validate the static polarizability from which it appears to have been built. A dipole induced by a static field depends on \(\alpha\) itself and has no such protection.

## What the counterexamples establish

These are one-electron results. They rule out a universal law \(\alpha\propto V\), since a universal law must hold for one electron too. They do not give the best exponent for a many-electron atom in a molecule. There, the volume can change through shielding, charge transfer or compression, and these changes need not affect the excitation energies in the same way.

The linear relation can remain useful over a limited set of environments if its error is checked there. The quantity to examine is the ratio \(2\langle z^2\rangle/\alpha\), an effective excitation energy for one electron. For densities of fixed shape, suppose it varies as \(L^{-m}\). Then \(\alpha\propto L^{2+m}\), and since \(V\propto L^3\),

\[
\alpha\propto V^{(2+m)/3}.
\]

The linear rule requires \(m=1\). For one electron in a local potential \(v\) this cannot happen. The ground-state equation gives \(v-E_0=\nabla^2\psi_0/(2\psi_0)\), so a density of fixed shape and size \(L\) forces \(v-E_0\) to scale as \(L^{-2}\) times a fixed function of \(\mathbf r/L\), like the kinetic energy, and every gap scales as \(L^{-2}\). Hence \(m=2\), as for the hydrogenic ions, and any departure from the power \(4/3\), such as that of confined hydrogen, requires a change of shape. For many electrons this argument does not apply, and the volume alone does not fix how the excitation energies change. The numerical output below gives the remaining radii and the unrounded values.

## Computed results

```
H free: V = 7.500000 bohr^3
H free: alpha = 4.500000 bohr^3
H free: alpha = 0.66683 angstrom^3
H free: C6 = 6.49903 hartree bohr^6
N6+: Z = 7 (dimensionless)
N6+: V = 0.0218659 bohr^3
N6+: alpha = 0.00187422 bohr^3
N6+: alpha = 0.00027773 angstrom^3
N6+: linear-rule alpha = 0.01311953 bohr^3
N6+: linear/true alpha = 7.00000
N6+: C6 = 5.52408155e-05 hartree bohr^6
N6+: (Z fine-structure constant)^2 = 0.002609
Small sphere: V/R^3 = 0.174009 (dimensionless)
Small sphere: alpha/R^4 = 0.036340 bohr^-1
Small sphere: alpha/V^(4/3) = 0.37407 bohr^-1
Free H: alpha/V^(4/3) = 0.30652 bohr^-1
Confined H; R: bohr, V and alpha: bohr^3, alpha/V and p: no unit,
alpha/V^(4/3): bohr^-1
R       V             alpha         alpha/V   alpha/V^(4/3)  p
0.05    2.161577e-05  2.247790e-07  0.01040   0.37330        1.3326
1.00    1.508708e-01  2.879202e-02  0.19084   0.35848        1.3180
2.00    9.986032e-01  3.425581e-01  0.34304   0.34320        1.2999
3.00    2.622196e+00  1.191706e+00  0.45447   0.32957        1.2811
4.00    4.511018e+00  2.377982e+00  0.52715   0.31904        1.2649
6.00    6.902239e+00  4.058140e+00  0.58795   0.30880        1.2475
8.00    7.437950e+00  4.453965e+00  0.59882   0.30677        1.2408
R=2 bohr: E = -0.125000 hartree
R=2 bohr: <r^2> = 0.874825 bohr^2
R=2 bohr: lowest dipole gap = 1.701019 hartree
R=2 bohr: V/V_free = 0.133147 (dimensionless)
R=2 bohr: alpha = 0.342558 bohr^3
R=2 bohr: alpha = 0.050762 angstrom^3
R=2 bohr: alpha from finite field = 0.342548 bohr^3
R=2 bohr: lower bound = 0.340142 bohr^3
R=2 bohr: upper bound = 0.342863 bohr^3
R=2 bohr: linear-rule alpha = 0.599162 bohr^3
R=2 bohr: linear/true alpha = 1.7491
R=2 bohr: 4/3-rule alpha = 0.305953 bohr^3
R=2 bohr: 4/3-rule/true alpha = 0.8931
R=2 bohr to free H: mean exponent = 1.2773 (dimensionless)
R=2 bohr: C6 = 0.149734 hartree bohr^6
R=2 bohr: V^2-rule C6 = 0.115216 hartree bohr^6
R=2 bohr: V^2-rule/true C6 = 0.7695
```
